Landau form of the core-hole cumulant from the GW self-energy

Take one core level of energy ε and one boson of energy Ω, a plasmon or a single valence excitation, that feels the level only when it is empty. In hartree atomic units,

H = ε c†c + Ω b†b + g (1 − c†c)(b + b†).

With the level filled the coupling vanishes, and the initial state is the boson vacuum |0⟩ with energy ε. After sudden removal of the electron the boson moves under H_hole = Ω b†b + g(b + b†). The operator B = b + g/Ω has the commutator of b, and multiplying out B†B gives H_hole = Ω B†B − g²/Ω, with levels |ñ⟩ at nΩ − g²/Ω. Since b|0⟩ = 0, we have B|0⟩ = (g/Ω)|0⟩. Taking this between ⟨ñ| and using ⟨ñ|B = √(n+1)⟨(n+1)~| gives a recursion with solution ⟨ñ|0⟩ = (g/Ω)ⁿ⟨0̃|0⟩/√(n!), and normalization fixes the weights as e^{−a}aⁿ/n! with a = g²/Ω². The removal spectrum, defined for any system by

A(ω) = Σ_n |⟨n,N−1|c|N⟩|² δ(ω − E_0^N + E_n^{N−1}),

is therefore a Poisson series of lines at ω = ε + g²/Ω − nΩ. Its transform F(τ) = ∫A(ω)e^{iωτ}dω is an exponential series in a e^{−iΩτ}:

F(τ) = e^{iετ + C(τ)},  C(τ) = (g²/Ω²)(e^{−iΩτ} + iΩτ − 1).  (1)

The constant term in C gives the main-line weight Z = e^{−a}, the linear term lifts the main line by Δ = g²/Ω, and the oscillating term makes the satellites. The mean number of quanta is a, so the mean of ω is ε + g²/Ω − aΩ = ε. For several modes H_hole is a sum of commuting terms and the vacuum is a product, so F factorizes and C is a sum of terms (1). The task is to obtain this kernel, the Landau form, from the GW self-energy of real electrons and to find when it survives.

The time-ordered function is G(t) = −i⟨T c(t)c†(0)⟩. For t = −τ < 0 the fermion ordering gives G = +i⟨c†(0)c(t)⟩, and inserting the states of N−1 electrons gives G(−τ) = iF(τ). The reference is Hartree–Fock, so ε is the Koopmans level and contains the static exchange part of GW. With G(t) = ∫dω/2π e^{−iωt}G(ω) and G0(ω) = 1/(ω − ε − iη), the factor e^{iωτ} decays in the upper half plane, and closing there gives G0(−τ) = i e^{iετ}, as it should.

The screened interaction is taken in the direct random-phase approximation for a closed shell with real orbitals. For a pair of occupied i and empty a with gap D_ia = ε_a − ε_i, the spin-summed independent response is 2[1/(z − D) − 1/(z + D)] = 4D/(z² − D²). With V_{ia,jb} = (ia|jb), the Dyson equation χ⁻¹ = χ0⁻¹ − V reads

χ⁻¹(z) = (z² − D²)/(4D) − V = ¼ D^{−1/2}(z² − M)D^{−1/2},  M = D² + 4D^{1/2}V D^{1/2}.

If M has eigenvalues Ω_s² and orthonormal eigenvectors T_s, then χ = 4Σ_s D^{1/2}T_s T_sᵀD^{1/2}/(z² − Ω_s²). The correlation part W^c = W − v = vχv between the core orbital c and an orbital m is u_mᵀχu_m with (u_m)_{ia} = (cm|ia). Using 2Ω/(z² − Ω²) = 1/(z − Ω) − 1/(z + Ω),

W^c_{cm,mc}(z) = Σ_s w_{ms}² [1/(z − Ω_s) − 1/(z + Ω_s)],  w_{ms}² = 2(u_mᵀD^{1/2}T_s)²/Ω_s.  (2)

On the real axis time ordering means Ω_s → Ω_s − iη. In a solid s is a continuous label and the sums become integrals.

The correlation self-energy of the core orbital is

Σ(ω) = (i/2π) Σ_m ∫dω′ W^c_{cm,mc}(ω′)/(ω + ω′ − ε_m ∓ iη),

with the upper sign for occupied m. The integrand falls as ω′⁻³, so either arc may be added. For occupied m the propagator pole lies above the axis. Closing below, clockwise, catches ω′ = Ω_s − iη with residue w²/(ω + Ω_s − ε_m − iη), and the prefactor is (i/2π)(−2πi) = 1. For empty m one closes above and catches ω′ = −Ω_s + iη, whose residue carries the minus sign of (2), while the prefactor is (i/2π)(2πi) = −1. Hence

Σ(ω) = Σ_{m occ, s} w_{ms}²/(ω − ε_m + Ω_s − iη) + Σ_{m empty, s} w_{ms}²/(ω − ε_m − Ω_s + iη) ≡ Σ^<(ω) + Σ^>(ω).  (3)

Label each pole by its distance below the core level, ν = ε − (pole position). For m = c, ν = Ω_s > 0: the hole stays in the core and a valence excitation is created. For valence m, ν = Ω_s − (ε_m − ε), which is negative unless the excitation carries more than the core–valence gap and vanishes on the energy shell of Auger decay. For empty m, ν = ε − ε_m − Ω_s < 0. The terms with m ≠ c need the overlap density of the core orbital with a valence or empty orbital, and their denominators are of the order of the core binding energy when Ω_s is well below it. Core decoupling means dropping them. What is left is

Σ(ω) = ∫dν β(ν)/(ω − ε + ν − iη),  β(ν) = Σ_s w_{cs}² δ(ν − Ω_s).  (4)

At ω = ε − ν the denominator is ν′ − ν − iη, and Im 1/(x − iη) = πδ(x) gives

β(ν) = Im Σ(ε − ν)/π.  (5)

The imaginary part of the self-energy, read downward from the core level, is the coupling spectrum of the bosons. Comparing (4) with (2) term by term, Σ(ε − z) = Σ_s w²/(Ω_s − z) and Σ(ε + z) = Σ_s w²/(Ω_s + z), so that

W^c_{cc,cc}(z) = −Σ(ε − z) − Σ(ε + z).  (6)

The cumulant is defined by G(t) = G0(t)e^{C}, with C kept to first order in W^c. To that order the ansatz gives G0 + G0C, and perturbation theory gives G0 + G0ΣG0. Off-diagonal elements of Σ enter the diagonal element of G in products of two and drop out. Equating the first-order terms at t = −τ, setting ω = ε + z and cancelling e^{iετ},

iC(τ) = ∫dz/2π e^{izτ} Σ(ε + z)/(z − iη)².  (7)

Close above. For one pole of (4), Σ = w²/(z + ν − iη), both singularities are enclosed. The simple pole at z = −ν has residue w²e^{−iντ}/ν². The double pole at z = 0 has residue d/dz[e^{izτ}Σ(ε + z)] at zero, which is iτΣ(ε) + Σ′(ε) = iτw²/ν − w²/ν². The factor 2πi/2π = i cancels the i on the left. Summing over poles,

C(τ) = ∫dν β(ν) (e^{−iντ} + iντ − 1)/ν².  (8)

This is the Landau form. The kernel tends to −τ²/2 as ν → 0, so (8) is finite even where its three terms separately diverge. A time-domain route confirms the signs. For the boson model F = e^{iετ}⟨0|e^{−iH_hole τ}|0⟩, whose second-order term in the interaction picture is −∫_0^τdτ_1∫_0^{τ_1}K(s)ds with the vacuum correlation K(s) = ∫β e^{−iνs}dν. The inner integral of e^{−iνs} is (1 − e^{−iντ_1})/(iν), the outer one gives −iτ/ν + (1 − e^{−iντ})/ν², and the overall minus sign yields the kernel of (8). Equation (8) with β = Σ g²δ(ν − Ω) is the multimode form of (1). The first-order cumulant is thus exact for harmonic modes coupled linearly to a hole that stays in one orbital. For electrons it rests on further approximations, among them that valence excitations act as independent RPA bosons and that their response to the core charge is linear.

The terms with m ≠ c show where the Landau form can fail. Valence poles belong to Σ^< and lie above the axis, so the residue calculation is unchanged and they enter (8) with ν of either sign. The poles of Σ^> lie below the axis in the time-ordered theory and are not enclosed, so Σ^> enters through the double pole alone:

C_T(τ) = C_Landau[Σ^<](τ) + iτΣ^>(ε) + Σ^>′(ε).  (9)

Since Σ^>′(ε) = −Σw²/ν² < 0, the norm F(0) = e^{Σ^>′(ε)} is below one, and the normalized first moment F′(0)/(iF(0)) is ε + Σ^>(ε). This is physical: the removal spectrum integrates to the occupation n_c of the orbital. One electron in two levels c and a with coupling λ(c†a + a†c)(b + b†) shows it. There Σ^>(ω) = λ²/(ω − ε_a − Ω), and with E = ε_a + Ω − ε_c second-order perturbation theory gives the ground energy ε_c − λ²/E and n_c = 1 − λ²/E². Removing the electron leaves free bosons, so the main line lies at the ground energy, shifted by −λ²/E = Σ^>(ε_c), in agreement with (9). For ε_c = −2, ε_a = 0.5, Ω = 1 and λ = 0.1 Ha, E = 3.5 Ha and Σ^> = −0.002857 Ha, against −0.002863 Ha from diagonalization. The occupation is 0.999181 against e^{Σ^>′} = 0.999184. Halving λ reduces both differences by a factor 16.04, as errors of order λ⁴ should.

If the matching is done for the advanced function, which for t = −τ is i∫A_tot e^{iωτ}dω with A_tot holding removal and addition together, every pole of Σ lies above the axis. All are enclosed, and (8) holds with β(ν) = |Im Σ(ε − ν)|/π over ν of both signs. The retarded function is the complex conjugate. Norm one is then the anticommutator {c,c†} = 1. The constant and linear terms of the kernel for a particle pole are the two extra terms of (9), so both versions give the same main-line position and weight, and the retarded one adds lines displaced upward by the |ν| of the particle poles, which restore the norm. Quadrature of (7) along contours passing the poles in the two ways reproduces (8) and (9) to 10⁻⁶ in a four-pole model.

For the decoupled core, with ν > 0, suppose that ∫β/ν² converges. The three terms of (8) then separate:

F(τ) = Z e^{i(ε + Δ)τ} exp[∫dν (β/ν²) e^{−iντ}],  (10)

Δ = ∫β/ν dν = Σ(ε),  Z = e^{−a},  a = ∫β/ν² dν = −Σ′(ε).

The identifications with Σ are those of the double-pole residue. Expanding the last exponential, the term 1 gives Zδ(ω − ε − Δ). The linear term gives Zβ(ν)/ν² at ω = ε + Δ − ν, and the term of order n is an n-fold convolution with total weight Zaⁿ/n!. All of these lie below the main line because every ν is positive, so Z is the whole weight at E_qp = ε + Δ. The satellites are measured from E_qp: a mode s gives a line of weight Zw_s²/Ω_s² at E_qp − Ω_s, the excitation energy of the boson.

Setting z = 0 in (6) gives Δ = −½W^c_{cc,cc}(0). Let the valence shell respond linearly to a charge λ|φ_c|². The induced potential averaged over the core orbital is λW^c(0), and the energy change on raising λ from 0 to 1 is ∫_0^1 λW^c(0)dλ = ½W^c(0), which is negative. The ion relaxes by Δ, and the binding energy −E_qp is smaller than the Koopmans value by half the static screening potential.

For the moments, write e^{C} = Σ_n μ_n(iτ)ⁿ/n!, where μ_n = ∫(ω − ε)ⁿA dω by the definition of F, and C = Σ_n κ_n(iτ)ⁿ/n!. In e^{−iντ} = Σ(−ν)ⁿ(iτ)ⁿ/n! the terms n = 0 and n = 1 are 1 and −iντ, and the kernel subtracts both. Therefore

κ_0 = κ_1 = 0,  κ_n = (−1)ⁿ∫β(ν)ν^{n−2}dν for n ≥ 2.  (11)

Expanding e^C = 1 + C + C²/2 + … gives μ_0 = 1, μ_1 = 0, μ_2 = κ_2 = ∫β and μ_3 = κ_3 = −∫βν. At fourth order C²/2 contributes κ_2²(iτ)⁴/8, so μ_4 = κ_4 + 3κ_2². The first moment of A is ε whatever the strength of β. Each higher moment needs its integral to converge at large ν. For the first moment, C′(τ) = i∫β(1 − e^{−iντ})/ν dν tends to zero with τ when β is bounded and ∫β/|ν| converges at large |ν|. In the boson model the rule follows directly: the mean of ω is ε − ⟨0|H_hole|0⟩, and both terms of H_hole vanish in the vacuum. For electrons in a Hartree–Fock initial state, sudden removal leaves the other orbitals frozen, and the frozen-state energy is the Koopmans one, which is the content of the Manne–Åberg sum rule. With x̄ the centroid of the satellites measured from ε, the rule reads

ZΔ + (1 − Z) x̄ = 0.  (12)

A relaxation shift thus requires satellite weight below ε. If G0 is built from another mean field, Σ has a static remainder Σ_0 such as exchange minus the exchange-correlation potential. In (7) it contributes the residue iτΣ_0, and the conserved moment is ε + Σ_0.

The same Σ in Dyson's equation, G_D = 1/(z − Σ(ε + z)), gives a different spectrum. Eliminating the lower components shows that G_D is the corner element of (z − L)⁻¹ for the matrix with L_00 = 0, L_0s = w_s and L_ss = −Ω_s, so its moments are (Lⁿ)_00. With e_0 the first unit vector, Le_0 = (0, w_s) and L²e_0 = (κ_2, −Ω_s w_s). Scalar products of these give μ_1 = 0, μ_2 = κ_2, μ_3 = −Σw²Ω = κ_3 and μ_4 = κ_2² + κ_4. Dyson's equation conserves the first moment too and departs from the boson model at the fourth, by 2κ_2², because L has no state with two bosons. For ν > 0, Σ(ε + z) decreases for z > 0, so the root Δ_D = Σ(ε + Δ_D) is smaller than Δ = Σ(ε). Its weight 1/(1 − Σ′(ε + Δ_D)) exceeds 1/(1 + a), because |Σ′| also decreases, and 1/(1 + a) exceeds e^{−a} by a²/2 at leading order. As z rises, Σ falls from +∞ to −∞ between adjacent poles, and from 0 to −∞ below the lowest one. Each of these intervals holds one root, so each Dyson satellite lies below its pole ε − Ω_s, more than Δ_D + Ω_s under the main line.

Two modes with Ω = 1.0 and 1.7 Ha and g = 0.5 and 0.6 Ha give Δ = 0.25/1 + 0.36/1.7 = 0.461765 Ha and a = 0.25 + 0.36/2.89 = 0.374567, so Z = 0.687587. Diagonalization in Fock space returns both, along with F(τ) and the moments through the fourth. With κ_2 = 0.61 Ha² and κ_4 = 0.25 + 0.36 × 2.89 = 1.2904 Ha⁴, μ_4 = 1.2904 + 3 × 0.3721 = 2.4067 Ha⁴, while Dyson's equation has 1.2904 + 0.3721 = 1.6625 Ha⁴, a shift of 0.358837 Ha and a weight of 0.819454.

The separation (10) fails when β does not vanish fast enough at ν = 0. Model the electron–hole pairs of a metal by β = ανe^{−ν/ν_c}. Then Δ = αν_c is finite, but a = α∫e^{−ν/ν_c}dν/ν diverges logarithmically. For α = 0.2 and ν_c = 1 Ha, lower cutoffs of 10⁻⁴ and 10⁻⁶ Ha give a = 1.7266 and 2.6477, which differ by 0.921 = α ln 100. The cumulant stays finite. The part I(τ) = α∫e^{−ν/ν_c}(e^{−iντ} − 1)dν/ν has I(0) = 0 and derivative −iα∫e^{−ν(1/ν_c + iτ)}dν = −iαν_c/(1 + iν_cτ), so

C(τ) = −α ln(1 + iν_cτ) + iαν_cτ.

The integral ∫_0^∞ y^{α−1}e^{−y(1/ν_c + iτ)}dy = Γ(α)(1/ν_c + iτ)^{−α} identifies the spectrum. With y = ε + αν_c − ω > 0,

A = y^{α−1}e^{−y/ν_c}/(Γ(α)ν_c^α).

The delta function is replaced by a power-law edge and Z = 0, the orthogonality catastrophe. The mean of y is ν_cΓ(α + 1)/Γ(α) = αν_c = Δ, so the first moment is still ε.

If valence poles form a continuum through ν = 0, as in Auger decay, β(0) ≠ 0. Then d Re C/dτ = −∫β sin(ντ)/ν dν, and sin(ντ)/ν tends to πδ(ν) at long times, so Re C falls with slope −πβ(0). For β even about ν = 0, and πβ(0) small against the width of β, the main line is close to a Lorentzian of half-width πβ(0) = |Im Σ(ε)|. A linear term β′(0)ν adds −β′(0)∫sin(ντ)/ν dν = −πβ′(0) to Im C at long times, a constant phase that makes the line asymmetric; the odd part of β also shifts the line, by the principal value of ∫β/ν dν. For a Gaussian β of unit width and height 0.01 Ha, quadrature gives the slope −0.031416 Ha = −π × 0.01 Ha. A pure Lorentzian has no first moment, but at short times C ≈ −κ_2τ²/2, so the variance is finite and the first moment remains ε.

As a real case take the carbon 1s level of tetrahedral CH4 with r(CH) = 1.09 Å, at the level G0W0 on restricted Hartree–Fock in the cc-pVDZ basis. The response is built from the four valence orbitals, so the core does not screen itself. The 34 orbitals give 4 × 29 = 116 modes, from 0.7534 to 3.7818 Ha. The core density is totally symmetric, so u_c couples to totally symmetric modes alone, and the lowest of these lies at 0.8991 Ha. The pole form (3) agrees with quadrature of the convolution on the imaginary axis, state by state, and (6) agrees with a direct solution of the Dyson equation for χ. The computed figures are in the numerical output after the text or follow from it.

The Koopmans level is ε = −11.21621 Ha, a binding energy of 305.21 eV. The static screening is W^c(0) = −0.63573 Ha, both from χ and from a self-consistent Hartree response of the valence shell to a small core charge. So Δ = 0.63573/2 = 0.31786 Ha = 8.65 eV, and E_qp = −11.21621 + 0.31786 = −10.89835 Ha, a binding energy of 296.56 eV. The sum over modes gives a = 0.17967, matched by a finite difference of Σ, and Z = e^{−0.17967} = 0.83555. One-quantum satellites carry Za = 0.15012 and the rest 1 − 0.83555 − 0.15012 = 0.01433. The strongest mode has Ω = 1.6487 Ha and w² = 0.13243 Ha², so a_s = 0.13243/1.6487² = 0.0487 and its line has weight 0.83555 × 0.0487 = 0.0407. The five modes with the largest a_s supply 0.154 of a = 0.180 but 0.408 of κ_2 = 0.656 Ha², because a weights each mode by 1/Ω² and κ_2 does not.

A Fourier transform of e^C with a Gaussian broadening of 0.02 Ha returns norm 1, mean ε and main-line area 0.83555. The satellite centroid is x̄ = −1.615 Ha, and (12) balances: ZΔ = 0.83555 × 0.31786 = 0.26559 Ha against (1 − Z)x̄ = 0.16445 × (−1.61502) = −0.26559 Ha. The root-mean-square width about ε is √0.65597 = 0.810 Ha, and κ_3 = −1.568 Ha³ gives the skew toward higher binding. Dyson's equation with the same Σ follows the inequalities derived above: shift 0.276 Ha against 0.318 Ha, and weight 0.885 against 1/(1 + a) = 0.848 and Z = 0.836. Its strongest satellite, of weight 0.023, lies 1.982 Ha below its main line, at ε − 1.706 Ha, just under the pole at ε − 1.649 Ha. The cumulant places the line of that mode 1.649 Ha below the main line.

In cc-pVDZ decoupling changes Δ and Z little. Valence states add −0.0004 Ha to Δ and empty states −0.0010 Ha, both negative because their ν are negative, with |ν| at least 6.49 Ha. The total is 0.3165 Ha, 0.4% below the decoupled value, and the binding energy moves from 296.56 to 296.60 eV. The change in a is 0.0001, Z goes from 0.83555 to 0.83545, and by (9) the time-ordered norm falls short of one by about 0.00006. κ_2 has no denominator and rises by 2.7%, to 0.674 Ha². No pole comes near ν = 0 because cc-pVDZ has no excitation energetic enough, and discrete poles would give no Auger width in any case. These figures depend on the basis. The terms with m ≠ c lower Δ by 1.1% and raise κ_2 by 8% in cc-pVTZ, and by 1.8% and 14% in cc-pVQZ, where one pole falls at |ν| = 0.07 Ha and the change in a grows to 0.003.

The basis matters more. In cc-pVTZ a is 0.182, Δ is 0.349 Ha and κ_2 is 0.919 Ha², increases of 1%, 10% and 40% relative to cc-pVDZ, and the binding energy drops to 295.48 eV. The ordering comes from added coupling at high ν under the weights 1/ν², 1/ν and 1: the cc-pVTZ modes above 3.79 Ha, beyond the range of cc-pVDZ, supply 0.008 of a, 0.043 Ha of Δ and 0.27 Ha² of κ_2. Between these two bases Z is stable, Δ is not converged, and κ_2 is unsettled even in its first figure. In cc-pVQZ, Δ is 0.352 Ha, κ_2 is 1.00 Ha², Z is 0.833 and the binding energy is 295.37 eV, so the cc-pVDZ values are off by 0.034 Ha in Δ, 0.003 in Z and 1.2 eV in the binding energy. The coupled modes lie above the valence ionization threshold of the neutral molecule, −ε_HOMO = 0.54 Ha, so within this model they are a discretized continuum, and their separate positions are not to be read as shake-up lines: the lowest falls from 0.90 to 0.60 Ha in aug-cc-pVTZ, and the strongest moves between 1.1 and 1.8 Ha from basis to basis. In the core-ionized molecule the highest valence level lies near −0.96 Ha, so bound shake-up states can exist below that threshold, and modes of the neutral molecule do not describe them. The measured binding energy is about 290.8 eV, so the computed shift covers 0.60 of the gap from the Koopmans value in cc-pVDZ and 0.67 in cc-pVTZ. The calculation leaves out exchange in the valence response, nonlinear response to a unit core charge, relaxation of the remaining 1s electron, basis completeness, vibrations and relativity. These omissions are not small. With cc-pCVTZ on carbon and cc-pVTZ on hydrogen the scheme above gives Δ = 0.352 Ha and Z = 0.834, while a self-consistent Hartree–Fock calculation of the core-hole state gives a relaxation of 0.527 Ha, a binding energy of 290.6 eV and a squared overlap with the frozen state of 0.76, so a Z stable against the basis is not thereby accurate. Admitting the 1s orbital to the RPA response raises Δ to 0.428 Ha in that basis, part of it self-screening. Within the cumulant, (12) ties the shift to the satellites: a larger Δ at fixed ε needs more satellite weight, or weight further below.

Calculated quantities

```
boson model: Omega = 1.0, 1.7 Ha; g = 0.5, 0.6 Ha
  diagonalized: shift = 0.461765 Ha, Z = 0.687587
  Dyson: shift = 0.358837 Ha, Z = 0.819454
  4th moment: diagonalized 2.406700, Dyson 1.662500 Ha^4
two-level model: eps_c=-2.0, eps_a=0.5, Omega=1.0, lambda=0.1 Ha
  level shift: diag -0.002863, Sigma>(eps) -0.002857 Ha
  n_c: diag 0.999181, exp(Sigma>') 0.999184
  error ratios on halving lambda: 16.04, 16.04
metal model: alpha = 0.2, nu_c = 1.0 Ha, shift = 0.200 Ha
  a with lower cutoff 1e-4, 1e-6 Ha: 1.7266, 2.6477
lifetime model: beta = 0.01 Ha * exp(-nu^2/2), slope Re C = -0.031416 Ha
CH4 r(CH) = 1.09 Angstrom, RHF/cc-pVDZ, 34 orbitals, 116 RPA modes
eps(C 1s) = -11.21621 Ha, Koopmans binding = 305.21 eV
RPA range 0.7534 to 3.7818 Ha, lowest coupled 0.8991 Ha
W^c(0): Dyson -0.63573 Ha, finite field -0.63573 Ha
Delta = 0.31786 Ha = 8.65 eV
a = 0.17967, Z = 0.83555, 1/(1+a) = 0.84770
E_qp = -10.89835 Ha, binding = 296.56 eV
kappa2 = 0.65597 Ha^2, rms width = 0.80992 Ha, kappa3 = -1.56802 Ha^3
  mode Omega=0.8991 Ha, w2=0.02540 Ha^2, a_s=0.03143, Z a_s=0.02626
  mode Omega=1.2595 Ha, w2=0.04205 Ha^2, a_s=0.02651, Z a_s=0.02215
  mode Omega=1.6487 Ha, w2=0.13243 Ha^2, a_s=0.04872, Z a_s=0.04071
  mode Omega=2.0070 Ha, w2=0.12976 Ha^2, a_s=0.03222, Z a_s=0.02692
  mode Omega=2.2661 Ha, w2=0.07794 Ha^2, a_s=0.01518, Z a_s=0.01268
weights: one quantum 0.15012, two or more 0.01433
FFT (sigma = 0.02 Ha): norm 1.000000, mean-eps 0.000000 Ha, Z 0.83555
satellite centroid - eps = -1.61502 Ha
balance: Z*Delta = 0.26559, (1-Z)*centroid = -0.26559 Ha
Dyson, same Sigma: shift 0.27578 Ha, Z 0.88491
Dyson top satellite: 1.9819 Ha below main line, weight 0.02313
valence m: Delta -0.00040 Ha, a 0.00005, kappa2 0.00323 Ha^2
empty m: Delta -0.00096 Ha, a 0.00006, kappa2 0.01453 Ha^2
all m: Delta 0.31651 Ha, a 0.17978, kappa2 0.67374 Ha^2
smallest |nu| for m not c: 6.492 Ha
all m: binding 296.60 eV, Z 0.83545
cc-pVTZ: eps -11.20726 Ha, Delta 0.34854 Ha, kappa2 0.91928 Ha^2
cc-pVTZ: a 0.18184, Z 0.83373, binding 295.48 eV
```
